# Band alignment and carrier confinement in strained silicon on relaxed Si0.7Ge0.3

## Problem

A silicon layer 6 nm thick is grown coherently on a thick, relaxed (001) buffer of Si$_{1-x}$Ge$_x$ with $x=0.30$. A 6 nm cap of the same relaxed alloy covers it, and an insulator covers the cap. Use these rough room-temperature parameters:

| Quantity | Si | Ge |
|---|---|---|
| lattice constant (nm) | 0.5431 | 0.5658 |
| valence average $E_{av}$ (eV) | −7.03 | −6.35 |
| $a_v$ (eV) | 2.46 | 1.24 |
| spin-orbit splitting $\Delta_0$ (eV) | 0.044 | 0.296 |

For silicon also $C_{11}=166$ GPa, $C_{12}=64$ GPa, $b=-2.35$ eV, $a_c=4.18$ eV, $\Xi_u=9.16$ eV and an unstrained gap of 1.12 eV. The relaxed alloy has a gap of 1.01 eV and, like silicon, its conduction minima in the $\Delta$ valleys. Growth-axis masses, taken equal in both materials, are $0.92\,m_0$ (electron), $0.27\,m_0$ (heavy hole) and $0.17\,m_0$ (light hole).

(a) Find the strain in the silicon.
(b) Find the band edges of both materials and the offsets.
(c) Decide in which material each carrier is confined, and what strain contributes.
(d) Find the lowest confined levels and the probability of finding each carrier in its layer.
(e) Judge how far the answer can be trusted.

## Solution

Energies are electron energies on the common scale of the model-solid method, so a hole seeks the *highest* valence edge. Tensile strain is positive. The bands are taken as flat, and strain enters to first order. Four decimals are kept to make the arithmetic traceable; the physical accuracy is discussed in (e).

### (a) Strain

Linear interpolation gives the alloy lattice constant, which the silicon adopts in the plane:

$$a=0.7(0.5431)+0.3(0.5658)=0.54991\ \text{nm},\qquad \varepsilon_\parallel=\frac{a}{a_{Si}}-1=1.254\,\%.$$

The layer is free to relax along $z$, so the normal stress vanishes:

$$\sigma_{zz}=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0\quad\Rightarrow\quad \varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel=-0.967\,\%.$$

The relative volume change is $T=2\varepsilon_\parallel+\varepsilon_\perp=1.541\,\%$.

### (b) Band edges

**Alloy.** The model pictures each component as brought to the common lattice constant, with volume change $3(a-a_i)/a_i$. Its valence average then moves by $a_{v,i}$ times that change:

$$E_{av}=\sum_i x_i\left[E_{av,i}+3a_{v,i}\frac{a-a_i}{a_i}\right]=-6.8260+0.0334=-6.7926\ \text{eV}.$$

This interpolation is a postulate of the model. The interpolated spin-orbit splitting is $0.7(0.044)+0.3(0.296)=0.1196$ eV. Spin-orbit coupling puts the valence edge $\Delta_0/3$ above the average, so

$$E_v^{al}=-6.7926+0.0399=-6.7527\ \text{eV},\qquad E_c^{al}=E_v^{al}+1.01=-5.7427\ \text{eV}.$$

**Silicon valence bands.** The average moves to $-7.03+2.46(0.01541)=-6.9921$ eV. Shear strain shifts the $p$ orbital along axis $i$ by $3b(\varepsilon_{ii}-T/3)$. Define

$$\delta=2b(\varepsilon_\perp-\varepsilon_\parallel)=0.1044\ \text{eV}.$$

Inserting $T$ shows that the $z$ orbital moves by $\delta$ and the $x$ and $y$ orbitals by $-\delta/2$. Spin-orbit coupling adds $(2\Delta_0/3)\,\mathbf L\cdot\mathbf S$, with $\mathbf L,\mathbf S$ in units of $\hbar$.

The state $|L_z=1,\uparrow\rangle$, with $m_j=3/2$, has no partner to mix with. Since $\mathbf L\cdot\mathbf S=1/2$ there, the heavy hole lies at

$$E_{hh}=\frac{\Delta_0}{3}-\frac{\delta}{2}.$$

For $m_j=1/2$ the states $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$ mix through the ladder operators in $\mathbf L\cdot\mathbf S$:

$$H=\begin{pmatrix}-\Delta_0/3-\delta/2 & \sqrt2\,\Delta_0/3\\ \sqrt2\,\Delta_0/3 & \delta\end{pmatrix}.$$

The mean of the diagonal is $-\Delta_0/6+\delta/4$. The squared half-difference plus the squared coupling is

$$\frac14\left(\frac{\Delta_0}{3}+\frac{3\delta}{2}\right)^2+\frac{2\Delta_0^2}{9}=\frac14\left(\Delta_0^2+\Delta_0\delta+\frac94\delta^2\right).$$

Hence the light hole (upper sign) and split-off band (lower sign) lie at

$$E_\pm=-\frac{\Delta_0}{6}+\frac{\delta}{4}\pm\frac12\sqrt{\Delta_0^2+\Delta_0\delta+\frac94\delta^2}.$$

For $\delta>0$ the root exceeds $\Delta_0$, so $E_+-E_{hh}>3\delta/4>0$: tension puts the light hole on top. Its position tends to $\Delta_0/3+\delta/2$ for $\delta\ll\Delta_0$ and to $\delta$ for $\delta\gg\Delta_0$. Here $\delta/\Delta_0\approx2.4$, so the full root is needed. Measured from the average,

$$E_+=-0.0073+0.0261+0.0881=0.1069\ \text{eV},\qquad E_{hh}=0.0147-0.0522=-0.0375\ \text{eV}.$$

On the common scale the light hole is at −6.8852 eV and the heavy hole at −7.0296 eV, so $E_v^{Si}=-6.8852$ eV.

**Silicon conduction bands.** Without strain the edge is $-7.03+0.0147+1.12=-5.8953$ eV. A valley along the unit vector $\hat{\mathbf k}$ shifts by $\Xi_dT+\Xi_u\,\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}$. Averaging over the six valleys gives $(\Xi_d+\Xi_u/3)T=a_cT=0.0644$ eV. For the two valleys along $z$, the departure from this mean is

$$\Xi_u\left(\varepsilon_\perp-\frac T3\right)=\frac23\Xi_u(\varepsilon_\perp-\varepsilon_\parallel)=-0.1356\ \text{eV}.$$

The four in-plane valleys move by minus half of this, since the six departures sum to zero. The edges are

$$E_{\Delta2}=-5.8953+0.0644-0.1356=-5.9665\ \text{eV},\qquad E_{\Delta4}=-5.7631\ \text{eV}.$$

Thus $E_c^{Si}=-5.9665$ eV, and the strained-silicon gap is 0.919 eV.

**Offsets.** With each offset defined as alloy minus silicon,

$$\Delta E_c=-5.7427+5.9665=0.224\ \text{eV},\qquad \Delta E_v=-6.7527+6.8852=0.133\ \text{eV}.$$

### (c) Where the carriers go

Since $\Delta E_c>0$, electrons lower their energy by entering the silicon. Since $\Delta E_v>0$, the highest valence edge is in the alloy, so holes stay there. The alignment is staggered, or type II. The smallest gap across the interface is $E_c^{Si}-E_v^{al}=0.786$ eV, less than the gap of either material.

To isolate the role of strain, hold the alloy fixed and remove the strain from the silicon on paper. The offsets become $\Delta E_c=0.153$ eV and $\Delta E_v=0.263$ eV. With these parameters the alignment is therefore staggered even without strain in the silicon. Strain deepens the electron well by $0.1356-0.0644=0.071$ eV and reduces the valence offset by 0.130 eV, because it raises the light-hole edge of the silicon. The heavy-hole edge instead moves down by 0.014 eV, so the barrier for heavy holes grows slightly.

### (d) Confined levels

A positive offset gives a well, but the carrier must also fit in it. Use one band per carrier, with zero in-plane momentum, and measure $E$ from the well bottom, upward for electrons and downward for holes. For barrier height $V$,

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V-E)}}{\hbar}.$$

**Electron.** The alloy on both sides is treated as thick. The ground state is $\cos kz$ inside the silicon, measured from its centre, and decays as $e^{-\kappa|z|}$ outside. Continuity of $\psi'/\psi$ at $z=L/2$ gives $k\tan(kL/2)=\kappa$. With $V=\Delta E_c$ the root is $k=0.458$ nm$^{-1}$, or $E=8.7$ meV. Integrating $|\psi|^2$ over the two regions gives

$$P=\frac{I}{I+O},\qquad I=\frac L2+\frac{\sin kL}{2k},\qquad O=\frac{\cos^2(kL/2)}{\kappa},$$

so $P=0.995$ in the silicon.

**Hole in the cap.** The insulator is a hard wall at $z=0$, and the silicon below is first treated as thick. Then $\psi=\sin kz$ in the cap, and matching at $z=L$ gives $k\cot kL=-\kappa$. The cotangent must be negative, so $kL>\pi/2$. A bound state therefore requires $L>\pi\hbar/(2\sqrt{2mV})$. The probability follows from

$$I=\frac L2-\frac{\sin 2kL}{4k},\qquad O=\frac{\sin^2kL}{2\kappa}.$$

Heavy and light holes share the alloy edge but meet different barriers, because strain splits them in the silicon:

- Heavy hole: $V=0.277$ eV, $E=30.8$ meV, $P=0.988$; minimum cap thickness about 1.1 nm.
- Light hole: $V=0.133$ eV, $E=40.6$ meV, $P=0.937$; minimum cap thickness about 2.0 nm.

Diagonalizing the same three wells on a 0.01 nm grid reproduces the levels within 0.02 meV and the probabilities within 0.0002. Electron and hole are thus confined in different layers. The transition between the electron level and the heavy-hole level of the cap costs $0.7862+0.0087+0.0308\approx0.826$ eV, before any exciton binding. Under flat bands a hole at the band edge of the thick buffer lies lower, giving $0.7862+0.0087\approx0.795$ eV.

**Finite silicon barrier.** The silicon is only $d=6$ nm thick, and beyond it the buffer has the same valence edge as the cap. A hole can therefore tunnel. Start from a transmitted wave with $\psi=1$, $\psi'=ik$ at the far face and continue it back through the barrier:

$$\psi(0)=\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d,\qquad \psi'(0)=ik\cosh\kappa d-\kappa\sinh\kappa d.$$

The incident amplitude is $A=\frac12[\psi(0)+\psi'(0)/(ik)]$, and the transmission is

$$T_b=\frac1{|A|^2}=\left[1+\left(\frac{k^2+\kappa^2}{2k\kappa}\right)^2\sinh^2\kappa d\right]^{-1}.$$

A round trip in the cap takes $(2L+2/\kappa)/v$ with $v=\hbar k/m$. The term $2/(\kappa v)$ is the delay $\hbar\,d\phi/dE$ from the reflection phase $\phi=-2\arctan(\kappa/k)$. For weak leakage the lifetime is

$$\tau=\frac{2L+2/\kappa}{v\,T_b}.$$

This gives about 0.33 µs for the heavy hole and 33 ps for the light hole. Because $T_b$ falls roughly as $e^{-2\kappa d}$, and $\kappa$ depends on the barrier height, these values hold only for the stated parameters: a barrier change of 0.1 eV, the uncertainty discussed in (e), changes either lifetime by more than a factor of ten. Solving for the complex energy of a state with an outgoing wave in the buffer agrees within 3 %. The light-hole level lies just 10 meV above the heavy-hole level, less than $k_BT=25.9$ meV at 300 K, so the faster path is thermally accessible. Under flat bands, then, holes are confined to the alloy but not permanently to the cap. Elastic tunnelling to the buffer stops if a gate field brings the cap level to a hole energy below the buffer edge.

### (e) How far the result holds

A serious uncertainty is the relative position of the valence averages of the two layers, taken here as roughly 0.1 eV. (An error in the tabulated Si or Ge average alone enters the offsets only with weight $x=0.30$, because the alloy average contains silicon too.) Raising all levels of the silicon layer by $s$, with the alloy levels held fixed, changes the offsets to $\Delta E_c-s$ and $\Delta E_v-s$. For $s$ between 0.13 and 0.22 eV the band edges would favour the silicon for both carriers. The conclusion for holes therefore has only a modest margin; that for electrons is safer. Lowering the silicon levels strengthens both.

Strained silicon on relaxed silicon-germanium is used for electron channels and electron quantum wells. For the structure treated here the main idealizations have these sizes:

- **Lattice constant.** Reducing $a$ by $0.0027\,x(1-x)$ nm, a rough bowing, lowers the strain to 1.15 % and gives offsets of 0.211 and 0.138 eV.
- **Flat bands.** Between a sheet of $10^{11}$ cm$^{-2}$ carriers and an equal opposite charge the field is $en/(\varepsilon_0\varepsilon_r)=0.0155$ MV/cm for $\varepsilon_r=11.7$. If the silicon lies between the two, the drop across it is 9 meV. The sign of the drop matters for the choice between cap and buffer. Suppose first that the field crosses only the silicon. If it raises the hole energy in the buffer by more than the heavy-hole cap level of 31 meV, which takes about $3.3\times10^{11}$ cm$^{-2}$, a heavy hole in that level can no longer tunnel elastically to the buffer; the opposite sign favours the buffer. A field that also crosses the cap shifts the cap level and so changes the density required. Even when the drop equals $\Delta E_v$, at $1.4\times10^{12}$ cm$^{-2}$, neither sign moves the holes into the silicon, because alloy borders it on both sides.
- **Temperature.** At 300 K, for dilute carriers and equal densities of states, the factors $e^{-\Delta E/k_BT}$ for the wrong material are $1.7\times10^{-4}$ for electrons and $5.9\times10^{-3}$ for holes. These factors compare equal numbers of states. Penetration of the wave functions adds to them: by the values of $P$ in (d), $1-P$ is about 0.5 % for the electron, 1.2 % for the heavy hole and 6 % for the light hole. For electrons the number of states on the wrong side is not equal, since the buffer is thick and offers all six valleys. Summing over all subbands at 300 K with flat bands and a transverse mass of $0.19\,m_0$ puts about 1.3 % of the electrons outside the silicon if the buffer were 6 nm thick, 2.3 % for 100 nm and 7 % for 600 nm. A field that pulls electrons toward the silicon reduces this share.
- **Band mixing.** The top valence state of the strained silicon has 77 % $J=3/2$ character; the rest is split-off character. At zero in-plane momentum, coupling the two bands with masses matched to the given ones changes little (40.8 meV, 32 ps). The masses matter more: the silicon Luttinger values $\gamma_1=4.285$, $\gamma_2=0.339$ in both layers give 36 meV and about 110 ps. The light-hole level and lifetime are therefore rough. Mixing of heavy and light holes at finite in-plane momentum is not included.
- **Coherence.** Dislocations become favourable when the misfit force on a threading dislocation exceeds the line tension of the misfit segment it leaves at the interface. For the 60° type, with Burgers length $\beta=a_{Si}/\sqrt2$ and $\nu=C_{12}/(C_{11}+C_{12})$, the usual isotropic estimate after cancelling common factors is
$$(1+\nu)\,h\,\varepsilon_\parallel=\frac{\beta(1-\nu/4)}{4\pi}\left[\ln\frac h\beta+1\right].$$
It gives $h=6.9$ nm for an uncapped layer, only slightly above 6 nm. The value is rough. The $+1$ stands for the dislocation core energy, and without it $h=4.3$ nm, below the layer thickness. The cancellation also assumes an isotropic shear modulus of $(C_{11}-C_{12})/2=51$ GPa; keeping the misfit force and using 80 GPa in the line tension gives 12.5 nm. The layer is therefore near its critical thickness, and coherence is an assumption. If the layer relaxed, the strain shifts found in (b) would shrink.

The numerical output below lists the values used.

## Calculated quantities

```
Ge fraction 0.30; lattice Si 0.5431, Ge 0.5658 nm
C11 166, C12 64 GPa
valence average: Si -7.03, Ge -6.35 eV
a_v: Si 2.46, Ge 1.24 eV; b Si -2.35 eV
spin-orbit splitting: Si 0.044, Ge 0.296 eV
a_c Si 4.18 eV; Xi_u Si 9.16 eV
gap: unstrained Si 1.12, relaxed alloy 1.01 eV
masses/m0: electron 0.92, heavy 0.27, light hole 0.17
thickness: Si 6.0, alloy cap 6.0 nm
alloy lattice constant 0.54991 nm
Si in-plane strain 1.254 %, growth-axis -0.967 %
Si volume change 1.541 %
alloy valence average -6.7926 eV
  of which component-strain term 0.0334 eV
alloy spin-orbit splitting 0.1196 eV
alloy edges: Ev -6.7527, Ec -5.7427 eV
strained Si valence average -6.9921 eV
valence shear energy delta 0.1044 eV
Si light hole -6.8852, heavy hole -7.0296 eV
Si split-off edge -7.0614 eV
unstrained Si edges: Ev -7.0153, Ec -5.8953 eV
Si conduction hydrostatic shift 0.0644 eV
Si two-valley shear shift -0.1356 eV
Si two-valley edge -5.9665, four-valley edge -5.7631 eV
offsets: dEc 0.2238 eV, dEv 0.1325 eV
offsets, hypothetical unstrained Si: dEc 0.1526, dEv 0.2626 eV
strained Si gap 0.9187 eV
gap across interface 0.7862 eV
hole barriers: heavy 0.2769, light 0.1325 eV
electron: level 8.67 meV, probability in its layer 0.9951
  k 0.4576 /nm, kappa 2.2794 /nm
heavy hole: level 30.77 meV, probability in its layer 0.9875
  k 0.4670 /nm, kappa 1.3207 /nm
light hole: level 40.63 meV, probability in its layer 0.9367
  k 0.4258 /nm, kappa 0.6404 /nm
largest level shift, grid 0.02 to 0.01 nm: 0.00039 meV
indirect transition with confinement 0.8256 eV
heavy hole escape: transmission 2.07e-07, lifetime 3.26e+05 ps
light hole escape: transmission 1.56e-03, lifetime 33.4 ps
J=3/2 weight of top Si valence state 0.773
thermal energy at 300 K: 25.85 meV
Boltzmann factors: electron 1.74e-04, hole 5.93e-03
lattice bowing parameter 0.0027 nm; strain then 1.150 %
offsets with bowing: dEc 0.2114, dEv 0.1377 eV
sheet density 1e+11 /cm2, relative permittivity 11.7
its field 0.0155 MV/cm, drop across Si 9.28 meV
sheet density whose drop equals dEv 1.43e+12 /cm2
critical Si thickness, force balance 6.90 nm
```
